# Parametrization dependence of Douglas-Kroll-Hess Hamiltonians at fifth order: a numerical check

```python
# Result under test (Douglas-Kroll-Hess, DKH). H = E0 + lam*(E1 + O1): E even, O odd, E0 diagonal.
# Step k applies U_k = sum_j a_kj W_k^j (real a, a0=a1=1, unitary), W_k odd, [W_k,E0] = -O_k.
# Claim: even terms E0..E4 do not depend on the a_kj, and E5 = E5(exp) + b*[X,E0] with
# b = a_13 - 1/6, X = [W2, W1^3]; eigenvalues of DKH5 first differ at order lam^6.
# The routine dkh() carries out the transformations from the definition as power series in lam.
import numpy as np, sympy as sp, mpmath as mp, random
from fractions import Fraction as F
from scipy.linalg import eigh
from scipy.constants import alpha, physical_constants

def smul(A, B):
    C = [None]*len(A)
    for i, a in enumerate(A):
        for j, b in enumerate(B):
            if a is not None and b is not None and i + j < len(A):
                C[i+j] = a @ b if C[i+j] is None else C[i+j] + a @ b
    return C
def sdag(A): return [None if a is None else a.conj().T for a in A]
def com(a, b): return a @ b - b @ a
def odd(M):
    n = len(M)//2; R = M.copy(); R[:n, :n] = 0*R[:n, :n]; R[n:, n:] = 0*R[n:, n:]; return R

def dkh(E, H1, coef, N):
    n = len(E)//2; zero = 0*H1
    one = zero.copy(); np.fill_diagonal(one, 1)
    E0 = zero.copy(); np.fill_diagonal(E0, E)
    H = [E0, H1] + [zero]*(N-1); Utot = [one] + [zero]*N; Ws = [None]
    gap = E[:n, None] - E[None, n:]
    for k in range(1, N+1):
        W = zero.copy(); W[:n, n:] = H[k][:n, n:]/gap; W[n:, :n] = -H[k][n:, :n]/gap.T
        U = [one] + [None]*N; P = one
        for j in range(1, N//k + 1):
            P = P @ W; U[k*j] = coef(k)[j]*P
        H = smul(smul(U, H), sdag(U)); Utot = smul(U, Utot); Ws.append(W)
    return H, Ws, Utot

# ---- unitarity constraints, symbolic
x, a2, a3, a4, a5 = sp.symbols('x a2 a3 a4 a5')
f = 1 + x + a2*x**2 + a3*x**3 + a4*x**4 + a5*x**5
pr = sp.expand(f*f.subs(x, -x))
sol = sp.solve([pr.coeff(x, 2), pr.coeff(x, 4)], [a2, a4], dict=True)[0]
assert sol[a2] == sp.Rational(1, 2) and sp.expand(sol[a4] - a3 + sp.Rational(1, 8)) == 0
y = f.subs(sol) - 1
lg = sp.expand(sum((-1)**(m+1)*y**m/m for m in range(1, 6)))
assert lg.coeff(x, 2) == 0 and lg.coeff(x, 4) == 0
assert sp.expand(lg.coeff(x, 3) - a3 + sp.Rational(1, 6)) == 0
b5_of = lambda a: F(str(lg.coeff(x, 5).subs({a3: sp.Rational(str(a[3])), a5: sp.Rational(str(a[5]))})))
forms = {'exp': sp.exp(x), 'sqrt': x + sp.sqrt(1+x**2), 'Cayley': (2+x)/(2-x),
         'McWeeny': (1+x)/sp.sqrt(1-x**2)}
par = {}
for name, g in forms.items():
    s = sp.series(g, x, 0, 7).removeO()
    par[name] = [F(str(s.coeff(x, j))) for j in range(7)]
    print(f"{name}: a2={par[name][2]} a3={par[name][3]} a4={par[name][4]} b={par[name][3]-F(1,6)}")
def unitary_coef(c3, c5):
    a = [F(1), F(1), None, c3, None, c5]
    for m in (2, 4):
        a[m] = -sum((-1)**j*a[j]*a[m-j] for j in range(1, m))/2
    return a

# ---- exact rational test on a generic 3+3 matrix, different parameters in every step
random.seed(3)
rf = lambda: F(random.randint(-9, 9), random.randint(1, 5))
E = np.array([F(1), F(2), F(7, 2), F(-1), F(-3, 2), F(-3)], dtype=object)
M = np.array([[rf() for _ in range(6)] for _ in range(6)], dtype=object); M = M + M.T
H0, W0, U0 = dkh(E, M, lambda k: par['exp'], 5)
same = lambda A, B: bool((A == B).all())
O1 = odd(M); E1 = M - O1; W1, W2 = W0[1], W0[2]
ad = lambda W, A, n: A if n == 0 else com(W, ad(W, A, n-1))
assert same(H0[2], F(1, 2)*com(W1, O1)) and same(H0[3], F(1, 2)*ad(W1, E1, 2))
assert same(H0[4], F(1, 8)*ad(W1, O1, 3) + F(1, 2)*com(W2, com(W1, E1)))
assert same(H0[5], F(1, 24)*ad(W1, E1, 4) + F(1, 3)*com(W2, ad(W1, O1, 2)) + F(1, 2)*ad(W2, E1, 2))
W13 = W1 @ W1 @ W1; X = com(W2, W13)
assert not same(com(X, H0[0]), 0*M)
tables = [{k: unitary_coef(rf(), rf()) for k in range(1, 6)} for _ in range(2)]
tables.append({**tables[0], 1: unitary_coef(F(1, 6), F(2, 3))})   # b = 0, all else changed
tables += [{k: par[nm] for k in range(1, 6)} for nm in ('sqrt', 'McWeeny')]
for t in tables:
    H, W, U = dkh(E, M, lambda k: t[k], 5); b = t[1][3] - F(1, 6)
    UU = smul(U, sdag(U)); S = smul(U, sdag(U0))
    assert all(same(UU[k], 0*M) and same(odd(H[k]), 0*M) for k in range(1, 6))
    assert all(same(H[k], H0[k]) for k in range(5))
    assert same(H[5] - H0[5], b*com(X, H0[0]))
    assert same(W[3], W0[3] - b*W13) and same(W[4], W0[4])
    assert same(W[5], W0[5] - b5_of(t[1])*(W13 @ W1 @ W1))
    assert all(same(S[k], 0*M) for k in range(1, 5)) and same(S[5], b*X)
print("generic 3+3 exact test: parametrization sets passed =", len(tables))
# real 1+1 blocks: no dependence at fifth order
E2x, M2x = np.array([F(1), F(-2)], dtype=object), np.array([[F(1), F(2)], [F(2), F(-3)]], dtype=object)
assert same(dkh(E2x, M2x, lambda k: par['exp'], 5)[0][5], dkh(E2x, M2x, lambda k: par['McWeeny'], 5)[0][5])
# complex coefficients exp(x + i*gam*x^2) already change second order
gam = 0.3; Ef = E.astype(float); Mc = M.astype(float).astype(complex)
Hc, Wc, Uc = dkh(Ef, Mc, lambda k: [1, 1, 0.5 + 1j*gam], 2)
dE2 = Hc[2] - H0[2].astype(float)
assert np.abs(smul(Uc, sdag(Uc))[2]).max() < 1e-12 and np.abs(dE2).max() > 1e-2
assert np.abs(dE2 - 1j*gam*com(Wc[1] @ Wc[1], Hc[0])).max() < 1e-11

def fw(p, En, cs, sn, VL, VS, c):
    # Dirac matrix in (large, small) momentum basis, rotated by the free-particle transformation
    D = np.diag; one = 0*p + 1
    Hfree = np.block([[D(c*c*one), D(c*p)], [D(c*p), D(-c*c*one)]])
    Q = np.block([[D(cs), D(sn)], [D(-sn), D(cs)]])
    V = np.block([[VL, 0*VL], [0*VL, VS]])
    return Q @ Hfree @ Q.T, Q @ V @ Q.T, np.concatenate([En, -En])

# ---- two-momentum 1D Dirac model (m = c = 1), exact
mp.mp.dps = 60
tomp = lambda A: mp.matrix([[mp.mpf(z.numerator)/z.denominator for z in r] for r in A])
evs = lambda A: sorted(mp.eigsy(A, eigvals_only=True))
v = F(1); Vm = np.array([[F(-1, 3), v], [v, F(1, 2)]], dtype=object); b = F(1, 3)
for first in ((F(12, 13), F(5, 13)), (F(1), F(0))):
    cs = np.array([first[0], F(4, 5)], dtype=object); sn = np.array([first[1], F(3, 5)], dtype=object)
    t = sn/cs; p = 2*t/(1 - t*t); En = (1 + t*t)/(1 - t*t)
    Hf, H1, Ed = fw(p, En, cs, sn, Vm, Vm, F(1))
    assert same(Hf, np.diag(Ed))
    Ha = dkh(Ed, H1, lambda k: par['exp'], 5)[0]; Hb = dkh(Ed, H1, lambda k: par['McWeeny'], 5)[0]
    s = sn[1]*cs[0] - cs[1]*sn[0]; q = cs[0]*cs[1] + sn[0]*sn[1]
    den = En[0]*En[1]*(En[0] + En[1])**4
    d12 = (Hb[5] - Ha[5])[0, 1]
    assert d12 == -b*v**5*s**4*q*(En[1] - En[0])**2/den and d12 != 0
    c6 = 2*b*v**6*s**4*q**2*(En[1] - En[0])/den
    low = lambda H, l: evs(tomp(sum(l**k*H[k] for k in range(6))[:2, :2]))[0]
    l1, l2 = F(1, 1000), F(2, 1000)
    num6 = (low(Hb, l1) - low(Ha, l1))*mp.mpf(10)**18
    assert abs(num6/float(c6) - 1) < 1e-2      # next order is O(lam) = 1e-3 relative
    err = lambda l: abs(low(Ha, l) - evs(tomp(Hf + l*H1))[2])
    slope = mp.log(err(l2)/err(l1), 2); assert slope > 5.9
print(f"model (units mc^2): p={p[0]},{p[1]} E={En[0]},{En[1]} s={s} q={q} v={v} V11={Vm[0,0]} V22={Vm[1,1]}")
print(f"model omega = {v*s/(En[0]+En[1])}, McWeeny b = {b}")
print(f"model (dE5)_12 McWeeny-exp = {d12} = {float(d12):.6e} mc^2")
print(f"model eigenvalue shift/lam^6: formula {float(c6):.6e}, computed at lam=1e-3 {float(num6):.6e} mc^2")
print(f"model order of DKH5 eigenvalue error vs exact Dirac = {float(slope):.3f}")

# ---- W73+ 1s, point nucleus, even-tempered s Gaussians, restricted kinetic balance
Z, c, n = 74, 1/alpha, 22
eV = physical_constants['Hartree energy in eV'][0]
ex = 40*2.5**np.arange(n); A, B = np.meshgrid(ex, ex, indexing='ij'); P = A + B
S = (2*np.sqrt(A*B)/P)**1.5; T = 3*A*B/P*S
V = -2*Z*np.sqrt(P/np.pi)*S; pVp = -8*Z*A*B/np.sqrt(np.pi*P)*S
tk, C = eigh(T, S); p = np.sqrt(2*tk); En = np.sqrt(c**4 + c*c*p*p)
cs = np.sqrt((En + c*c)/(2*En)); sn = cs*c*p/(En + c*c)
Hf, H1, Ed = fw(p, En, cs, sn, C.T @ V @ C, C.T @ pVp @ C/np.outer(p, p), c)
assert np.abs(Hf - np.diag(Ed)).max() < 1e-12*En.max()
e_basis = np.linalg.eigvalsh(np.diag(Ed) + H1)[n] - c*c
e_exact = c*c*(np.sqrt(1 - (Z/c)**2) - 1)
assert abs(e_basis/e_exact - 1) < 2e-4         # basis incompleteness at the point nucleus
print(f"W73+: Z={Z}, c={c:.6f} au, Z/c={Z/c:.5f}, {n} exponents {ex[0]:.0f}..{ex[-1]:.3e} bohr^-2")
print(f"Dirac 1s analytic = {e_exact:.4f} Eh = {e_exact*eV:.1f} eV")
print(f"Dirac 1s in basis = {e_basis:.4f} Eh")
res = {nm: dkh(Ed, H1, lambda k: [float(z) for z in par[nm]], 6) for nm in par}
up = lambda M: M[:n, :n]
lev = {nm: {o: np.linalg.eigvalsh(up(sum(res[nm][0][:o+1])))[0] - c*c for o in range(2, 7)} for nm in par}
He, We, _ = res['exp']; X = com(We[2], We[1] @ We[1] @ We[1]); K = com(X, He[0]); fn = np.linalg.norm
print(f"spectral norms: W1={fn(We[1],2):.4e} W2={fn(We[2],2):.4e} X={fn(X,2):.4e}")
print(f"Frobenius ratio |[X,E0]|/|E5(exp)|, upper blocks = {fn(up(K))/fn(up(He[5])):.4e}")
for o in (2, 3, 4):
    vals = [lev[nm][o] for nm in par]; assert max(vals) - min(vals) < 1e-6
    print(f"DKH{o} 1s = {vals[0]:.4f} Eh, spread {max(vals)-min(vals):.1e} Eh, error {vals[0]-e_basis:+.4f} Eh")
psi = np.linalg.eigh(up(sum(He[:6])))[1][:, 0]
slope_all = -psi @ up(com(X, sum(He[1:6]))) @ psi; slope_E1 = -psi @ up(com(X, He[1])) @ psi
print(f"d(eps)/db = {slope_all:.6e} Eh, part from E1 alone = {slope_E1:.6e} Eh")
for nm in par:
    H = res[nm][0]; b = float(par[nm][3]) - 1/6; sh = lev[nm][5] - lev['exp'][5]
    assert all(fn(H[k] - He[k]) < 1e-10*fn(He[k]) for k in range(1, 5))
    assert fn(H[5] - He[5] - b*K) < 1e-8*fn(K)
    if nm != 'exp':
        assert abs(sh) > 1e-6 and abs(sh/(b*slope_all) - 1) < 2e-2   # neglects order b^2 X^2
    print(f"DKH5 {nm}: {lev[nm][5]:.5f} Eh, error {lev[nm][5]-e_basis:+.5f} Eh")
    print(f"   shift vs exp {sh:+.5e} Eh, predicted {b*slope_all:+.5e} Eh")
for nm in par:
    print(f"DKH6 {nm}: {lev[nm][6]:.5f} Eh, error {lev[nm][6]-e_basis:+.5f} Eh")
for o in (5, 6):
    vals = [lev[nm][o] for nm in par]; d = max(vals) - min(vals)
    print(f"DKH{o} spread over parametrizations = {d:.5e} Eh = {d*eV:.4f} eV")
print("finished without a failed check")
```

Printed output:

```
exp: a2=1/2 a3=1/6 a4=1/24 b=0
sqrt: a2=1/2 a3=0 a4=-1/8 b=-1/6
Cayley: a2=1/2 a3=1/4 a4=1/8 b=1/12
McWeeny: a2=1/2 a3=1/2 a4=3/8 b=1/3
generic 3+3 exact test: parametrization sets passed = 5
model (units mc^2): p=0,24/7 E=1,25/7 s=3/5 q=4/5 v=1 V11=-1/3 V22=1/2
model omega = 21/160, McWeeny b = 1/3
model (dE5)_12 McWeeny-exp = -750141/5120000000 = -1.465119e-04 mc^2
model eigenvalue shift/lam^6: formula 9.116297e-05, computed at lam=1e-3 9.113341e-05 mc^2
model order of DKH5 eigenvalue error vs exact Dirac = 6.001
W73+: Z=74, c=137.035999 au, Z/c=0.54000, 22 exponents 40..9.095e+09 bohr^-2
Dirac 1s analytic = -2973.4006 Eh = -80910.4 eV
Dirac 1s in basis = -2973.3955 Eh
spectral norms: W1=9.5743e-02 W2=1.0003e-02 X=8.9497e-06
Frobenius ratio |[X,E0]|/|E5(exp)|, upper blocks = 7.7932e-01
DKH2 1s = -2967.6839 Eh, spread 0.0e+00 Eh, error +5.7116 Eh
DKH3 1s = -2973.9782 Eh, spread 0.0e+00 Eh, error -0.5827 Eh
DKH4 1s = -2973.1281 Eh, spread 1.5e-11 Eh, error +0.2674 Eh
d(eps)/db = -2.540574e-02 Eh, part from E1 alone = -2.791676e-02 Eh
DKH5 exp: -2973.52772 Eh, error -0.13227 Eh
   shift vs exp +0.00000e+00 Eh, predicted -0.00000e+00 Eh
DKH5 sqrt: -2973.52348 Eh, error -0.12803 Eh
   shift vs exp +4.23380e-03 Eh, predicted +4.23429e-03 Eh
DKH5 Cayley: -2973.52984 Eh, error -0.13438 Eh
   shift vs exp -2.11727e-03 Eh, predicted -2.11714e-03 Eh
DKH5 McWeeny: -2973.53619 Eh, error -0.14074 Eh
   shift vs exp -8.47052e-03 Eh, predicted -8.46858e-03 Eh
DKH6 exp: -2973.35361 Eh, error +0.04185 Eh
DKH6 sqrt: -2973.35417 Eh, error +0.04128 Eh
DKH6 Cayley: -2973.35332 Eh, error +0.04213 Eh
DKH6 McWeeny: -2973.35248 Eh, error +0.04297 Eh
DKH5 spread over parametrizations = 1.27043e-02 Eh = 0.3457 eV
DKH6 spread over parametrizations = 1.68922e-03 Eh = 0.0460 eV
finished without a failed check
```
